\section*{Cancelling Slow-Switching Dissipation with Forward and Time-Reversed Runs}

\section{Two wrong answers with a good midpoint}

A 64-atom crystal of independent oscillators is turned into a crystal of coupled springs in 5 ps. The mean work is $-283.5$ meV. The opposite switch costs $318.2$ meV, which suggests $-318.2$ meV for the forward free-energy change. The classical value for this model is $\Delta F=-300.55$ meV. Each direction alone misses it by more than 17 meV, yet half the difference of the two works,
\begin{equation}
E=\frac{\langle W_F\rangle-\langle W_R\rangle}{2}, \label{est}
\end{equation}
gives $-300.87$ meV, an error of $-0.31$ meV. Doubling the switching time roughly halves the one-way errors but divides the error of $E$ by 3.6. Why the two errors nearly agree, and what is left when they do not, determines how the runs should be designed.

\section{What the one-way estimate measures}

Let $H_\lambda$ run from $H_0$ to $H_1$, with one control parameter $\lambda(t)=\Lambda(s)$, $s=t/\tau$, $\Lambda$ smooth, $\Lambda(0)=0$ and $\Lambda(1)=1$. Work done on the system is positive. With $X=\partial H_\lambda/\partial\lambda$ and a prime on $\Lambda$ for $d/ds$,
\begin{equation}
\langle W\rangle=\int_0^\tau\dot\lambda\,\langle X\rangle\,dt=\int_0^1\Lambda'\langle X\rangle\,ds. \label{work}
\end{equation}
If $\langle X\rangle$ kept its equilibrium value $dF/d\lambda$, this would be $\Delta F$. The system lags, and the lag does work.

To compute it, let the probability density obey $\partial_t p=L_\lambda p$. Assume that at fixed $\lambda$ the thermostat keeps $\pi_\lambda=e^{-\beta(H_\lambda-F_\lambda)}$ stationary, that correlations decay fast compared with $\tau$, and that each run starts in equilibrium. In scaled time $L_\lambda p=\tau^{-1}\partial_s p$. Away from the start, insert $p=\pi+p_1/\tau+p_2/\tau^2+\dots$ and compare powers:
\begin{equation}
L p_1=\partial_s\pi,\qquad L p_2=\partial_s p_1. \label{hier}
\end{equation}
Corrections to $p$ integrate to zero. On such functions $L^{-1}=-\int_0^\infty e^{Lt}dt$ and $L^{-2}=\int_0^\infty t\,e^{Lt}dt$. With $\delta X=X-dF/d\lambda$, differentiating $\pi_\lambda$ gives $\partial_s\pi=-\beta\Lambda'\delta X\pi$, so
\begin{equation}
p_1=\Lambda'\phi,\qquad \phi=\beta\int_0^\infty e^{Lt}(\delta X\,\pi)\,dt .
\end{equation}
Averaging $X$ over $p_1$ brings in the equilibrium correlation $C(t)=\langle\delta X(t)\delta X(0)\rangle$. The excess force is $\zeta\Lambda'/\tau$, and the leading dissipated work is
\begin{equation}
\frac{A}{\tau},\quad A=\int_0^1\zeta(\Lambda)\Lambda'^2ds,\quad \zeta=\beta\int_0^\infty C(t)\,dt. \label{A}
\end{equation}
The naive estimate therefore has a bias that falls only as $1/\tau$.

\section{Running the protocol backwards}

The bias is quadratic in the rate. Take the return path $\Lambda_R(s)=\Lambda(1-s)$ with the same thermostat. Then $\Lambda_R'(s)=-\Lambda'(1-s)$; each value of $\lambda$ is crossed at the same speed, and $A$ is unchanged. The reversible part changes sign. Hence $A$ drops out of (\ref{est}), and the next order decides the accuracy.

From (\ref{hier}), $p_2=\Lambda''L^{-1}\phi+\Lambda'^2L^{-1}\partial_\lambda\phi$. Since $\phi=-\beta L^{-1}(\delta X\pi)$, the average of $X$ over $L^{-1}\phi$ is $-c$, where
\begin{equation}
c=\beta\int_0^\infty t\,C(t)\,dt .
\end{equation}
Let $b$ be the average of $X$ over $L^{-1}\partial_\lambda\phi$. The second-order excess force is $(-c\Lambda''+b\Lambda'^2)/\tau^2$.

The start needs separate treatment. The slow solution has a lag $\Lambda'(0)\phi/\tau$ already at $t=0$, while the true system starts without one. A transient $-\Lambda'(0)e^{L_0t}\phi/\tau$ repairs this. Its force, integrated over $t$, is $-\Lambda'(0)c_0/\tau$, because $\int_0^\infty e^{Lt}\phi\,dt=-L^{-1}\phi$ has the average $+c$. Multiplication by the initial rate $\Lambda'(0)/\tau$ gives the work $-c_0\Lambda'(0)^2/\tau^2$. There is no matching transient at the end, where the run simply stops.

The complete coefficient of $\tau^{-2}$ in the forward work is
\begin{equation}
B_F=\int_0^1\left(-c\,\Lambda'\Lambda''+b\,\Lambda'^3\right)ds-c_0\Lambda'(0)^2 .
\end{equation}
Write $\Lambda'\Lambda''=\frac12(\Lambda'^2)'$ and integrate by parts. The boundary terms are $-\frac12c_1\Lambda'(1)^2+\frac12c_0\Lambda'(0)^2$; with the transient they combine to $-S$:
\begin{align}
B_F&=-S+G,\\
S&=\tfrac12\left[c_0\Lambda'(0)^2+c_1\Lambda'(1)^2\right],\\
G&=\int_0^1\left(b+\tfrac12\frac{dc}{d\lambda}\right)\Lambda'^3ds .
\end{align}
Reversal exchanges the two ends in $S$ and leaves it unchanged. It changes the sign of $\Lambda'^3$, so $B_R=-S-G$. Therefore
\begin{align}
\frac{\langle W_F\rangle-\langle W_R\rangle}{2}&=\Delta F+\frac{G}{\tau^2}+O(\tau^{-3}),\label{half}\\
\frac{\langle W_F\rangle+\langle W_R\rangle}{2}&=\frac A\tau-\frac{S}{\tau^2}+O(\tau^{-3}).\label{sum}
\end{align}
A protocol that starts and stops gently, $\Lambda'(0)=\Lambda'(1)=0$, removes $S$ but not $G$. Detailed balance was not used; the stationary Boltzmann distribution and the decay of correlations were.

\section{When the cancellation is complete}

Suppose the excess force is strictly linear in the past rates, with a kernel $\beta C(t)$ that does not depend on $\lambda$. Then
\begin{equation}
\langle W\rangle-\Delta F=\frac\beta2\int_0^\tau\!\!\int_0^\tau C(|t-t'|)\,\dot\lambda(t)\dot\lambda(t')\,dt\,dt'. \label{lin}
\end{equation}
The factor $\frac12$ comes from extending the causal region $t'<t$ to the whole square. Under reversal both rates change sign and $|t-t'|$ is kept, so the dissipation is the same in both directions at any speed.

A dragged overdamped trap has this property. In units of unit stiffness, friction and $k_BT$, let $H=\frac12(x-2\lambda)^2+0.7\lambda$. The mean lag $\ell=\langle x\rangle-2\lambda$ obeys $\dot\ell=-\ell-2\dot\lambda$ with $\ell(0)=0$, so
\begin{equation}
\langle X\rangle=0.7-2\ell=0.7+4\int_0^te^{-(t-t')}\dot\lambda(t')dt'.
\end{equation}
With $\Lambda=s^2$ and $\tau=0.5$, half the relaxation time, the works are $2.4589$ forward and $1.0589$ back. Each dissipates $1.7589$, and half the difference is $0.7000$. Speed alone therefore does not produce the remainder $G$: it requires a response that is nonlinear in the rates or that changes along the path.

\section{A mode whose stiffness changes}

In a harmonic crystal the stiffness itself is switched, and $G$ does not vanish. Take one mode with mass $m$, stiffness $k(t)$, Langevin damping rate $\gamma$ and $\theta=k_BT$. The moments $y=\langle x^2\rangle$, $z=\langle xv\rangle$, $u=\langle v^2\rangle$ obey the closed set
\begin{align}
\dot y&=2z,\qquad \dot z=u-\frac km y-\gamma z,\\
\dot u&=-\frac{2k}{m}z-2\gamma u+\frac{2\gamma\theta}{m},
\end{align}
and the power is $\frac12\dot k\,y$. At order zero $y_0=\theta/k$, $u_0=\theta/m$, $z_0=0$. At first order the three equations give in turn
\begin{align}
z_1&=\tfrac12\dot y_0=-\frac{\theta\dot k}{2k^2},\qquad u_1=-\frac{k}{m\gamma}z_1=\frac{\theta\dot k}{2m\gamma k},\\
y_1&=\frac mk(u_1-\gamma z_1)=\frac{\theta h\dot k}{2k^2},\qquad h=\frac1\gamma+\frac{\gamma}{\omega^2},
\end{align}
with $\omega^2=k/m$. The power $\frac12\dot k y_1$ yields, with $k'=dk/ds$,
\begin{equation}
A=\frac\theta4\int_0^1\left(\frac{k'}{k}\right)^2\left(\frac1\gamma+\frac\gamma{\omega^2}\right)ds. \label{Amode}
\end{equation}
The bracket is smallest at $\gamma=\omega$: weak damping exchanges energy slowly, strong damping moves the coordinate slowly.

At second order $z_2=\frac12\dot y_1$ and $u_2=-kz_2/(m\gamma)-\dot u_1/(2\gamma)$. The equation for $\dot z_1$ then gives $y_2=-hz_2-(m/k)[\dot u_1/(2\gamma)+\dot z_1]$, or
\begin{equation}
y_2=-\frac{\theta h}{4}\frac{d}{dt}\frac{h\dot k}{k^2}-\frac{\theta}{4\gamma^2k}\frac{d}{dt}\frac{\dot k}{k}+\frac{m\theta}{2k}\frac{d}{dt}\frac{\dot k}{k^2}.
\end{equation}
Each term of $\frac12\dot k y_2$ has the form $-a\,p\,\dot k\,d(q\dot k)/dt$, with $p,q$ functions of $k$. Integration by parts turns it into a boundary term and
\begin{equation}
\frac a2\int\left(\frac{dp}{dk}q-p\frac{dq}{dk}\right)\dot k^3dt .
\end{equation}
The three terms are:
\begin{itemize}
\item $a=\theta/8$, $p=h$, $q=h/k^2$, which gives $\theta h^2/(8k^3)$;
\item $a=\theta/(8\gamma^2)$, $p=q=1/k$, which gives zero;
\item $a=-m\theta/4$, $p=1/k$, $q=1/k^2$, which gives $-m\theta/(8k^4)$.
\end{itemize}
Since $h^2=\gamma^{-2}+2\omega^{-2}+\gamma^2\omega^{-4}$ and $m/k=\omega^{-2}$,
\begin{equation}
G=\frac\theta8\int_0^1\left(\frac{k'}{k}\right)^3\left(\frac1{\gamma^2}+\frac1{\omega^2}+\frac{\gamma^2}{\omega^4}\right)ds. \label{Gmode}
\end{equation}
The coefficient of $-\dot k\ddot k$ is the sum of $apq$, namely $(\theta/8k^2)(2/\gamma^2+\gamma^2/\omega^4)$. Multiplied by $(dk/d\lambda)^2$ it is the $c$ that enters $S$. The bracket in (\ref{Gmode}) is positive, so modes that soften contribute negatively to $G$ and modes that stiffen contribute positively.

\section{The crystal, with numbers}

The target is an fcc crystal with nearest-neighbour springs $K=2.20$ eV/\AA$^2$ at 300 K, $\theta=25.85$ meV. The reference ties each atom to its site with $k_E=4K=8.80$ eV/\AA$^2$, the stiffness felt by one atom when its neighbours are held still. The reference is isotropic and identical on all sites, so both crystals share normal modes, and mode $i$ has $k_i=k_E+\lambda(\kappa_i-k_E)$. The periodic cell is a $4\times4\times4$ repeat of the primitive fcc cell, and the larger cells below have the same shape. Fixing the centre of mass leaves $3\times64-3=189$ modes. The configurational integral of a mode is proportional to $k^{-1/2}$, hence
\begin{equation}
\Delta F=\frac\theta2\sum_i\ln\frac{\kappa_i}{k_E}=-300.55\ \mathrm{meV}=-48.15\ \mathrm{zJ}.
\end{equation}

Damping is $\gamma=5$ ps$^{-1}$. The stiffest mode, 17.6 eV/\AA$^2$, has frequency 8.56 THz, so $\omega=53.8$ ps$^{-1}$. The softest is eight times less stiff: $\omega^2=53.8^2/8\approx362$ ps$^{-2}$ and $\gamma/\omega^2\approx0.014$ ps, against $1/\gamma=0.2$ ps. Energy exchange dominates the lag. Since $\gamma$ lies below every mode frequency here, raising it somewhat would lower $A$ at fixed protocol.

For the linear protocol and the softest mode,
\begin{equation}
\int_0^1\left(\frac{k'}{k}\right)^2ds=\frac{(\kappa-k_E)^2}{k_E\kappa}=\frac{6.6^2}{8.8\times2.2}=2.25,
\end{equation}
so the $1/\gamma$ part of (\ref{Amode}) is $(25.85/4)\times2.25\times0.2\approx2.9$ meV ps. The sum over all modes is $A=92.3$ meV ps, with $S=30.1$ and $G=-9.68$ meV ps$^2$. For $G$, the integral of $(k'/k)^3$ is $-4.2$ for the softest mode and $+0.4$ for the stiffest.

Integrating the moment equations gives, in meV for the cell:
\begin{center}
\begin{tabular}{rrrr}
$\tau$ (ps) & $\langle W_F\rangle-\Delta F$ & error of $E$ & $G/\tau^2$\\
2.5 & 31.86 & $-1.057$ & $-1.549$\\
5 & 17.07 & $-0.313$ & $-0.387$\\
10 & 8.86 & $-0.086$ & $-0.097$\\
40 & 2.28 & $-0.0059$ & $-0.0061$
\end{tabular}
\end{center}
The expansion needs $|k'|h/(k\tau)\ll1$. At the soft end this is $3\times0.214/\tau=0.64\ \mathrm{ps}/\tau$, which is 0.26 at 2.5 ps, where the leading law is visibly poor. Extrapolation of runs at 10, 20 and 40 ps to infinite $\tau$ reproduced $A$ within 0.5\% and $S$ and $G$ within 3\%.

The order does not depend on harmonic modes. For a discretized diffusing particle with energy $x^4+3\lambda x$ in units of $k_BT$, the error of $E$ between its two slowest runs fell with power 1.99 of $\tau$.

\section{A return path that spoils it}

Let the forward run use $\Lambda=s^2$. Its time reverse is $(1-s)^2$. The path $1-s^2$ also leads from 1 to 0, but it crosses $\lambda$ at scaled speed $2\sqrt{1-\lambda}$ instead of $2\sqrt\lambda$. The coefficients $A_F$ and $A_R$ then differ, and an error $(A_F-A_R)/(2\tau)$ survives. At $\tau=10$ ps this is predicted as 1.87 meV; the actual error is 1.40 meV, the rest being of higher order. The true reverse gives $-0.25$ meV. The linear protocol avoids this trap, since for it the two return paths coincide.

\section{Noise and the choice of switching time}

Means come from finitely many runs. For slow switching the fluctuation of work is $\int\dot\lambda\,\delta X\,dt$ to leading order, so
\begin{equation}
\mathrm{Var}\,W\simeq2\int_0^\tau\dot\lambda^2\!\int_0^\infty C(t')\,dt'\,dt=2\theta\frac A\tau . \label{var}
\end{equation}
This also shows $A\ge0$: in the slow regime $\langle W_F\rangle$ and $-\langle W_R\rangle$ bracket $\Delta F$. With $n$ independent runs each way, the variance of $E$ is $(2\theta A/\tau+2\theta A/\tau)/(4n)=\theta A/(n\tau)$.

A one-way estimate from $n$ runs of length $2\tau$ uses the same switching time and has the same leading variance, $2\theta A/(2\tau n)$. The pairing therefore lowers the bias without a statistical price, apart from equilibrating the second end. At 10 ps per estimate, one forward run has a bias of 8.9 meV and a pair of 5 ps runs $-0.31$ meV.

For a fixed total switching time $\mathcal T=2n\tau$, the variance is $2\theta A/\mathcal T$, independent of $\tau$. Within the slow regime, fewer and longer runs thus reduce bias at equal noise, as long as enough runs remain to estimate the noise.

Langevin simulation of the normal modes, 100 runs each way at 5 ps, gave $E=-301.8\pm2.3$ meV. The half-sum from the moment equations, 17.4 meV, predicts $\sqrt{25.85\times17.4/100}=2.1$ meV for the standard error. Reducing it to the bias of 0.31 meV would take about 4600 runs each way.

The procedure is then:
\begin{enumerate}
\item Equilibrate at both ends and draw independent starting states.
\item Switch with $\Lambda(s)$ from one end and $\Lambda(1-s)$ from the other, with the same thermostat, accumulating $\int\dot\lambda X\,dt$.
\item Report $E$ with its standard error. Use the half-sum to gauge dissipation; it does not determine $G$.
\item Repeat at $2\tau$. By (\ref{half}), $E(\tau)-E(2\tau)\simeq3G/(4\tau^2)$, so the remaining error at $2\tau$ is about one third of this change, provided the change exceeds the noise and both switching times are long enough for the $1/\tau^2$ law to hold.
\end{enumerate}

\section{Larger cells and real nickel}

The free energy per atom is $-4.70$, $-6.05$, $-6.33$ and $-6.37$ meV for 64, 512, 4096 and 32768 atoms. The last doubling of the cell edge shifts it by $-0.05$ meV and a further one, to 262144 atoms, by $-0.007$ meV, to $-6.38$ meV, while the 64-atom value is 26\% smaller in magnitude than the 32768-atom value. A larger cell, however, needs slower switching. For the linear protocol, $G$ per atom grows from $-0.15$ to $-0.58$ to $-2.16$ meV ps$^2$ over the first three cells. With 4096 atoms, 10 ps is no longer slow enough for the leading law: the actual error of $E$ is then about half of $G/\tau^2$, though still eight times larger per atom than in the 64-atom cell. Long waves have $\kappa\propto q^2$, and the last term of (\ref{Gmode}) then contributes as $\kappa^{-4}\propto q^{-8}$. Summed over modes per atom, $\int q^{-8}q^2dq$ grows as the fifth power of the cell edge. The observed factor near 3.8 per doubling is still far from the factor 32 of that limit.

The spring, the lattice constant of 3.52 \AA{} and the mass put the model in the regime of nickel, whose highest phonon frequency is roughly 9 THz. Real nickel has longer-ranged forces, whose effect is not sized here, and conduction electrons. With a rough density of states of 3 per eV and atom, electronic excitation adds $-3.3$ meV per atom, about half of the model's $\Delta F$. The figure is proportional to the assumed density of states; 1.8 per eV and atom would give $-2.0$ meV. Of similar size and opposite sign is the quantum correction to the free energy of the spring crystal itself, $+3.0$ meV per atom, which is missing whenever the classical Einstein free energy serves as the reference. These two are the largest neglected effects among those estimated. Stretching the bonds by the thermal expansion costs about 0.6 meV of elastic energy if the room-temperature expansion coefficient is kept down to 0 K, and about 0.3 meV if the coefficient falls with the heat capacity; the accompanying change of the vibrational free energy is not included in this figure. Magnons enter with $-0.1$ meV. If the Einstein reference is quantized as well, most of the quantum correction moves into the reference: in the 4096-atom cell the correction to the difference is only $-0.005$ meV, because its leading part, $\hbar^2(\kappa_i-k_E)/(24m\theta)$ per mode, nearly cancels in the sum: the diagonal elements of the stiffness matrix all equal $4K=k_E$, so its trace matches that of the reference, and only the three excluded translations spoil the balance. Their share per atom falls inversely with the number of atoms, so that mainly the next order is left in the large cell; in the 64-atom cell they contribute $+0.047$ meV and make the total correction $+0.041$ meV. Bond anharmonicity at fixed volume, sampled to low order with a rough Morse steepness of 1.4 \AA$^{-1}$, lies between 0.00 and 0.02 meV depending on how the series is truncated. This is a near cancellation of a mean term of about $+0.30$ meV and a fluctuation term of about $-0.28$ meV, and it is peculiar to that steepness: 1.0 \AA$^{-1}$ gives about $-0.08$ meV and 1.8 \AA$^{-1}$ between $+0.14$ and $+0.2$ meV. Only a size of a few tenths of a meV or less over this range is shown, not a value or sign. These omissions concern how well the springs represent nickel. The switching error concerns how well $E$ represents the springs, and slower runs cure only the latter. The full set of values is in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
temperature 300 K, kT 25.852 meV, damping 5.0 1/ps
bond spring 2.20, Einstein spring 8.80 eV/A^2; lattice constant 3.52 A
atoms 64, modes 189, stiffness 2.200 to 17.600 eV/A^2
top mode frequency 8.56 THz
exact classical dF of the cell -300.553 meV = -48.154 zJ
linear protocol, cell totals in meV:
 tau/ps     W_F        W_R     half-diff  its error  half-sum
   2.5   -268.698    334.522   -301.610    -1.0570    32.912
   5.0   -283.485    318.247   -300.866    -0.3130    17.381
  10.0   -291.690    309.588   -300.639    -0.0864     8.949
  20.0   -296.032    305.119   -300.576    -0.0228     4.544
  40.0   -298.269    302.849   -300.559    -0.0059     2.290
linear: A 92.334 meV ps, S 30.100, G -9.682 meV ps^2
quadratic: A 139.740 meV ps, S 97.129, G -32.209 meV ps^2
quadratic, tau 10 ps: error with true reverse -0.2487 meV
  with a return that is not the reverse 1.4008 meV
  its predicted leading error 1.8658 meV
simulation: 100 runs each way, tau 5.0 ps, step 2.0 fs
  mean W_F -285.73 meV, mean W_R 317.89 meV
  half-difference -301.81 +- 2.27 meV
  half-sum 16.08 meV; predicted standard error 2.12 meV
dragged trap (kT units assumed 1): dF 0.700, W_F 2.4589, W_R 1.0589
quartic well: error order 1.993, Var W/(2 kT D) limit 1.0000
cell     64 atoms: dF/atom -4.6961 meV, A/atom 1.443 meV ps, G/atom -0.1513 meV ps^2
cell    512 atoms: dF/atom -6.0513 meV, A/atom 2.053 meV ps, G/atom -0.5766 meV ps^2
cell   4096 atoms: dF/atom -6.3276 meV, A/atom 2.536 meV ps, G/atom -2.1561 meV ps^2
cell  32768 atoms: dF/atom -6.3740 meV
shift of dF/atom on the last cell doubling -0.0464 meV
neglected effects, meV per atom (rough inputs):
  quantum motion, change of dF -0.005
  bond anharmonicity 0.002 (Morse steepness 1.4 1/A)
  thermal expansion 0.622 (coefficient 1.3e-05 1/K)
  electronic excitation -3.298 (density of states 3.0 per eV)
  magnons -0.139 (stiffness 0.4 eV A^2)
\end{verbatim}
